# Relativistic polarizability of the hydrogenic ground state from the Dirac equation

## The leading relativistic correction to the polarizability of a hydrogenic ground state

The Schrödinger polarizability of a hydrogenic 1s state, $\alpha_d=\tfrac92Z^{-4}a_0^3$, makes $Z^4\alpha_d$ a constant. In the Dirac theory it is not: for a point nucleus $Z^4\alpha_d$ is 4.49975 at $Z=1$ and 2.97215 at $Z=80$, so the Schrödinger value for Hg$^{79+}$ is too large by 51% of the Dirac value. A numerical sum over Dirac states needs an independent check. The sum contains negative-energy states, with denominators of the opposite sign, and a finite basis can carry roots that belong to no physical state. An analytic expansion shows how large the correction is and which states produce it, and it gives the basis calculation a target.

### Reduction to radial sums

The model is one electron, a point nucleus of infinite mass, no radiative corrections, and $\lambda\equiv Z\alpha<1$. In atomic units $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-Z/r$ with $c=1/\alpha$. A static field $F$ along $z$ adds $Fz$, and $\alpha_d$ is defined by the second-order shift $-\tfrac12\alpha_dF^2$. The first-order shift vanishes by parity, and $z$ conserves $J_z$, so the two ground states $m=\pm\tfrac12$ do not mix:
$$\alpha_d=2\sum_{n\ne0}\frac{|\langle n|z|0\rangle|^2}{E_n-E_0},\tag{1}$$
summed over the whole spectrum of $H$, both continua included.

Write $\psi=r^{-1}(P\,\Omega_{\kappa m},\,iQ\,\Omega_{-\kappa m})$, with $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$ and phases such that $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$, $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. From $\boldsymbol\sigma\cdot\mathbf p=\sigma_r(-i\partial_r+i\,\boldsymbol\sigma\cdot\mathbf L/r)$ follows $\boldsymbol\sigma\cdot\mathbf p\,(f\Omega_\kappa/r)=i(f'+\kappa f/r)\,\Omega_{-\kappa}/r$. With $x=Zr$ and energies in units of $Z^2$ hartree, $c$ becomes $1/\lambda$, and the radial Hamiltonian acting on $(P,Q)$ is
$$h_\kappa=\begin{pmatrix}\lambda^{-2}-1/x&\lambda^{-1}(-\partial+\kappa/x)\\ \lambda^{-1}(\partial+\kappa/x)&-\lambda^{-2}-1/x\end{pmatrix}.\tag{2}$$
Its bound levels are given by the Sommerfeld formula $E=\lambda^{-2}[1+\lambda^2/(n_r+\gamma_\kappa)^2]^{-1/2}$, with $\gamma_\kappa=\sqrt{\kappa^2-\lambda^2}$ and $n_r\ge0$ for $\kappa<0$, $n_r\ge1$ for $\kappa>0$. The ground state has $\kappa=-1$, $E_0=\gamma/\lambda^2$ with $\gamma=\sqrt{1-\lambda^2}$, and
$$(P_0,Q_0)=(1,-\tau)\,w,\quad w=x^\gamma e^{-x},\quad \tau=\frac{\lambda}{1+\gamma}.\tag{3}$$
The identities $\lambda\tau=1-\gamma$, $\tau^2=(1-\gamma)/(1+\gamma)$ and $1+\tau^2=2/(1+\gamma)$ follow from $\lambda^2=(1-\gamma)(1+\gamma)$.

For the angular factor take $m=\tfrac12$, where $\Omega_{-1}=Y_{00}\chi_\uparrow$. Then $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$ and, by the Clebsch–Gordan coefficients, $Y_{10}\chi_\uparrow=-\sqrt{1/3}\,\Omega_{1}+\sqrt{2/3}\,\Omega_{-2}$. Only $\kappa=+1$ ($p_{1/2}$) and $\kappa=-2$ ($p_{3/2}$) are reached, with squared elements $1/9$ and $2/9$. The lower components give the same element, sign included, because $\langle\Omega_{-\kappa}|\cos\theta|\Omega_1\rangle=\langle\Omega_\kappa|\sigma_r\cos\theta\,\sigma_r|\Omega_{-1}\rangle$ and $\sigma_r^2=1$. Two lengths and one energy denominator give the factor $Z^{-4}$:
$$Z^4\alpha_d=\tfrac29(R_1+2R_{-2}),\qquad R_\kappa=\sum_n\frac{\left[\int x(P_0P_n+Q_0Q_n)\,dx\right]^2}{E_n-E_0}.\tag{4}$$

### The inhomogeneous equation

The sum in (4) is the spectral form of $(h_\kappa-E_0)^{-1}$, so the Dalgarno–Lewis equation $(h_\kappa-E_0)(p,q)=x(P_0,Q_0)$ includes every state at once, and $R_\kappa=\int x(P_0p+Q_0q)\big/\int(P_0^2+Q_0^2)$ for the unnormalized state (3). The inverse exists because $n_r+\gamma_\kappa>\gamma$ in both channels, so $E_0$ is no eigenvalue there. Homogeneous solutions start as $x^{\pm\gamma_\kappa}$. The singular one is not square integrable if $\gamma_\kappa>\tfrac12$, which holds for $\kappa=-2$ always and for $\kappa=1$ when $\lambda<\sqrt3/2$; above that it is excluded by requiring finite $\langle1/x\rangle$. The regular, decaying solution is therefore unique.

Put $p=wF$, $q=\tau wG$ and use $(wG)'=w[G'+(\gamma/x-1)G]$. Multiply the upper row by $(1+\gamma)/w$, using $(1-\gamma)/\lambda^2=\tau/\lambda=1/(1+\gamma)$, and the lower row by $\lambda/w$, using $(1+\gamma)\tau/\lambda=1$ and $\lambda\tau=1-\gamma$:
$$F-\frac{1+\gamma}{x}F-G'+G+\frac{\kappa-\gamma}{x}G=(1+\gamma)x,\tag{5}$$
$$F'-F+\frac{\gamma+\kappa}{x}F-G-\frac{1-\gamma}{x}G=-(1-\gamma)x.\tag{6}$$
Let $S=F+G$, $D=F-G$. In the sum (5)+(6) the undifferentiated constant terms cancel and both $F/x$ and $G/x$ carry $\kappa-1$. In the difference (6)−(5) they carry $2\gamma+(\kappa+1)$ and $2\gamma-(\kappa+1)$. Hence
$$D'+(\kappa-1)\frac Sx=2\gamma x,\tag{7}$$
$$S'-2S+\frac{2\gamma S+(\kappa+1)D}{x}=-2x.\tag{8}$$
The numerator of $R_\kappa$ is $\int xw^2(F-\tau^2G)$. Multiplying numerator and denominator by $1+\gamma$ gives $(1+\gamma)F-(1-\gamma)G=D+\gamma S$ above and $2\int w^2$ below:
$$R_\kappa=\tfrac12\langle x(D+\gamma S)\rangle,\qquad\langle f\rangle=\frac{\int fw^2dx}{\int w^2dx}.\tag{9}$$
The moments $\langle x^k\rangle=\Gamma(2\gamma+1+k)/[2^k\Gamma(2\gamma+1)]$ are
$$\langle x\rangle=\tfrac12(2\gamma+1),\quad\langle x^2\rangle=(\gamma+1)\langle x\rangle,\quad\langle x^3\rangle=\tfrac14(2\gamma+1)(\gamma+1)(2\gamma+3).\tag{10}$$

### The $p_{1/2}$ channel

For $\kappa=1$, (7) integrates to $D=\gamma x^2+d_0$. Insert this and $S=s_1x+s_0$ in (8). The terms in $x$ give $-2s_1+2\gamma=-2$, so $s_1=1+\gamma$. The constant terms give $s_1-2s_0+2\gamma s_1=0$, so $s_0=\tfrac12(1+\gamma)(1+2\gamma)$. The terms in $1/x$ give $d_0=-\gamma s_0$. This solution is regular and decays with $w$, so it is the required one; a polynomial suffices because $\gamma_1=\gamma$, the exponent of the source. The constants cancel in $D+\gamma S=\gamma x^2+\gamma(1+\gamma)x$, and (9), (10) give
$$R_1=\frac\gamma2(2\gamma+1)(\gamma+1)\left[\frac{2\gamma+3}4+\frac{\gamma+1}{2}\right]=\tfrac18\gamma(\gamma+1)(2\gamma+1)(4\gamma+5).\tag{11}$$

### The $p_{3/2}$ channel

For $\kappa=-2$, (8) gives $D=xS'-2xS+2\gamma S+2x^2$, so $D'=xS''+(2\gamma+1-2x)S'-2S+4x$, and (7) becomes
$$LS=2(\gamma-2)x,\qquad L=x\partial^2+(2\gamma+1-2x)\partial-2-\frac3x.\tag{12}$$
Since $(xw^2)'=(2\gamma+1-2x)w^2$, one has $LS=w^{-2}(xw^2S')'-2S-3S/x$, which is symmetric in the product $\langle fg\rangle$, and $-L$ is positive. The indicial equation $s^2+2\gamma s-3=0$ has the regular root $s=\gamma_2-\gamma$ with $\gamma_2=\sqrt{\gamma^2+3}=\sqrt{4-\lambda^2}$. The root $-\gamma_2-\gamma$ is not square integrable with weight $w^2$, so no further boundary condition is needed. Because $s\ne1$ for $\lambda\neq0$, no polynomial solves (12).

In (9), $x(D+\gamma S)=x^2S'-2x^2S+3\gamma xS+2x^3$. Partial integration, with $(x^2w^2)'=[(2\gamma+2)x-2x^2]w^2$ and vanishing boundary terms, gives $\langle x^2S'\rangle=-(2\gamma+2)\langle xS\rangle+2\langle x^2S\rangle$. The $x^2S$ terms cancel and $3\gamma-(2\gamma+2)=\gamma-2$. With $S=2(2-\gamma)(-L)^{-1}x$ from (12),
$$R_{-2}=\langle x^3\rangle+\tfrac12(\gamma-2)\langle xS\rangle=\langle x^3\rangle-(2-\gamma)^2J,\qquad J=\langle x(-L)^{-1}x\rangle.\tag{13}$$
Let $\epsilon=1-\gamma$. Direct substitution gives $Lx=(2\gamma+1-2x)-2x-3=-4x-2\epsilon$, so
$$(-L)^{-1}x=\frac x4-\frac\epsilon2(-L)^{-1}1.\tag{14}$$
Use (14) once in $J$, move $(-L)^{-1}$ onto $x$ by symmetry, and use (14) again: $J=\tfrac14\langle x^2\rangle-\tfrac\epsilon8\langle x\rangle+\tfrac{\epsilon^2}4K$ with $K=\langle1(-L)^{-1}1\rangle$. By (10) the first two terms are $\tfrac18\langle x\rangle(2\gamma+2-1+\gamma)$. Exactly,
$$R_{-2}=\tfrac14(2\gamma+1)(\gamma+1)(2\gamma+3)-(2-\gamma)^2\left[\tfrac1{16}(2\gamma+1)(3\gamma+1)+\tfrac14(1-\gamma)^2K\right].\tag{15}$$

To control $K$, set $S=x^sU$. The $1/x$ terms cancel by the indicial equation, and $L(x^sU)=x^s[xU''+(2\gamma_2+1-2x)U'-2(s+1)U]$. In $t=2x$ the derivative terms are $2[tU_{tt}+(2\gamma_2+1-t)U_t]$, the Laguerre operator. The eigenfunctions of $-L$ are $x^sL_n^{(2\gamma_2)}(2x)$ with eigenvalues $2(n+s+1)$, complete because $w^2x^{2s}\propto t^{2\gamma_2}e^{-t}$ is the Laguerre weight. If $c_n^2$ are the squared normalized overlaps with the function 1, then $\sum c_n^2=\langle1\rangle=1$ and
$$K=\sum_{n=0}^\infty\frac{c_n^2}{2(n+s+1)},\qquad0<K\le\frac1{2(s+1)}.\tag{16}$$
Putting the two limits in (15) brackets $R_{-2}$ in an interval of width $O(\epsilon^2)=O(\lambda^4)$. The $\lambda^2$ coefficient needs nothing more about $K$.

The overlaps follow from the generating function $\sum_nL_n^{(b)}(t)y^n=(1-y)^{-b-1}e^{-ty/(1-y)}$. Integrating it against $t^ae^{-t}$ gives $\Gamma(a+1)(1-y)^{a-b}$, whose $y^n$ coefficient is $\Gamma(a+1)(b-a)_n/n!$, with $(u)_n$ the rising factorial. Here $a=2\gamma+s=\gamma+\gamma_2$, $b=2\gamma_2$, $b-a=s$. Dividing the square by the norms $\Gamma(n+2\gamma_2+1)/n!$ and $\Gamma(2\gamma+1)$,
$$c_n^2=\frac{\Gamma(\gamma+\gamma_2+1)^2\,(s)_n^2}{n!\,\Gamma(n+2\gamma_2+1)\,\Gamma(2\gamma+1)}.\tag{17}$$
The terms of (16) fall as $n^{-2\gamma-3}$, so (4), (11) and (15)–(17) give $\alpha_d$ for every $\lambda<1$, and $K$ is smooth in $\gamma$. At $\gamma=1$, $s=1$, $\gamma_2=2$, (17) is $18\,n!/(n+4)!$, and with $k=n+2$
$$K(1)=9\sum_{k\ge2}\frac1{(k-1)k^2(k+1)(k+2)}=9\sum_{k\ge2}\left[\frac{1/6}{k-1}+\frac{1/4}k-\frac{1/2}{k+1}+\frac{1/12}{k+2}-\frac{1/2}{k^2}\right].$$
The first four coefficients add to zero, so the harmonic divergence cancels. Relative to the harmonic series the four sums lack $0$, $1$, $\tfrac32$, $\tfrac{11}6$, which leaves $-\tfrac14+\tfrac34-\tfrac{11}{72}=\tfrac{25}{72}$. The last term gives $-\tfrac12(\pi^2/6-1)$. Hence
$$K(1)=9\left(\tfrac{61}{72}-\tfrac{\pi^2}{12}\right)=\tfrac{61}8-\tfrac{3\pi^2}4=0.22280.\tag{18}$$

### Expansion in $Z\alpha$

Expand about $\gamma=1$, where $f(\gamma)=f-f'\epsilon+\tfrac12f''\epsilon^2$. Equation (11) is $R_1=(8\gamma^4+22\gamma^3+19\gamma^2+5\gamma)/8$, with value $27/4$, first derivative $141/8$ and second derivative $133/4$. The first term of (15) is $(4\gamma^3+12\gamma^2+11\gamma+3)/4$, with $15/2$, $47/4$, $12$. The subtracted polynomial is $(6\gamma^4-19\gamma^3+5\gamma^2+16\gamma+4)/16$, with $3/4$, $-7/16$, $-2$. Thus
$$R_1=\tfrac{27}4-\tfrac{141}8\epsilon+\tfrac{133}8\epsilon^2,\qquad R_{-2}=\tfrac{27}4-\tfrac{195}{16}\epsilon+\left(7-\tfrac14K(1)\right)\epsilon^2,\tag{19}$$
up to $O(\epsilon^3)$. At $\lambda=0$ both equal $27/4$ and (4) returns $9/2$. With $\epsilon=\lambda^2/2+\lambda^4/8+\dots$ the leading relative corrections are $-\tfrac{141}{16}\cdot\tfrac4{27}=-\tfrac{47}{36}$ for $p_{1/2}$ and $-\tfrac{195}{32}\cdot\tfrac4{27}=-\tfrac{65}{72}$ for $p_{3/2}$. The combination in (4) is $\tfrac{81}4-42\epsilon+(\tfrac{245}8-\tfrac12K)\epsilon^2$. Its $\lambda^2$ coefficient is $-21$, and $21\cdot4/81=28/27$. Its $\lambda^4$ coefficient is $-\tfrac{42}8+\tfrac{245}{32}-\tfrac18K(1)=\tfrac{93}{64}+\tfrac{3\pi^2}{32}$; multiplying by $4/81$,
$$Z^4\alpha_d=\frac92\left[1-\frac{28}{27}(Z\alpha)^2+\frac{31+2\pi^2}{432}(Z\alpha)^4+O\big((Z\alpha)^6\big)\right].\tag{20}$$
The sign agrees with a ground state that is smaller and more tightly bound: $\langle x^2\rangle=3(1-\tfrac7{12}\lambda^2+\dots)$ by (10), and the binding energy $(1-\gamma)/\lambda^2=1/(1+\gamma)$ exceeds $\tfrac12$. Through $\gamma$ the exact result has a branch point at $\lambda=1$, where the point-nucleus problem ends, so the series in $\lambda^2$ cannot converge beyond $\lambda=1$ and its truncation (20) is unreliable as $\lambda\to1$. Recoil, nuclear size and radiative effects lie outside (20), and $-\tfrac12\alpha_d$ is the coefficient of $F^2$ in a weak-field expansion of the energy that ignores field ionization.

### Negative-energy states

Only $\mathbf p$ fails to commute with $z$, so $[H,z]=-ic\alpha_z$ and $(E_n-E_0)\langle n|z|0\rangle=-ic\langle n|\alpha_z|0\rangle$. In scaled units (1) becomes
$$Z^4\alpha_d=\frac2{\lambda^2}\sum_{n\neq0}\frac{|\langle n|\alpha_z|0\rangle|^2}{(E_n-E_0)^3}.\tag{21}$$
For the negative continuum $E_n\le-\lambda^{-2}$, so $|E_n-E_0|\ge(1+\gamma)/\lambda^2$, and $\alpha_z^2=1$ limits the total weight to 1. Their part $\alpha^-$ obeys
$$-\frac{2\lambda^4}{(1+\gamma)^3}\le Z^4\alpha^-<0.\tag{22}$$
This is $O(\lambda^4)$: the coefficient $28/27$ comes from positive-energy states alone. To leading order the bound is reached. The spinor $\alpha_z\psi_0$ has $\sigma_z$ times the large component of $\psi_0$ as its lower component, an $s$ wave with scaled momenta of order 1, and an upper component of relative size $\tau$. Positive-energy states of such momenta have lower components of order $\lambda$, so the weight on negative states is $1-O(\lambda^2)$, at $E_n-E_0\approx-2/\lambda^2$. Then (21) gives
$$Z^4\alpha^-\to-\tfrac14\lambda^4,\tag{23}$$
or $\alpha^-\to-\alpha^4a_0^3/4$, independent of $Z$. A lower component with $l=0$ is $\Omega_{-1}$, so the leading part lies in $\kappa=+1$. Relative to $9/2$, (23) is $-\lambda^4/18$; omitting these states raises the $\lambda^4$ coefficient in (20) to $(55+2\pi^2)/432$.

The Thomas–Reiche–Kuhn sum weights them far more. It is $2\sum_n(E_n-E_0)|\langle n|z|0\rangle|^2=\langle[z,[H,z]]\rangle=0$, since $z$ commutes with $\alpha_z$. The estimate above gives $2\lambda^{-2}/(-2\lambda^{-2})=-1$ for the negative part at leading order, which cancels the nonrelativistic $+1$. In a finite basis the cancellation is a weaker test than it looks. If the span contains $v=x(P_0,Q_0)$, the sum over basis states in channel $\kappa$ is $\langle v|h_\kappa-E_0|v\rangle$, which by (2) and (3) equals $-(1+\kappa)\langle x\rangle$ for a normalized ground state. The values $-2\langle x\rangle$ and $+\langle x\rangle$, with weights $1/9$ and $2/9$, cancel even if $v$ is the only basis function in each channel and there is no negative branch at all. A vanishing sum therefore tests how well the basis represents $v$, not the accuracy of its negative-energy states.

### A finite basis

Take functions $x^{\gamma_\kappa}e^{-\xi x}$ times polynomials of degree $\le N$, for which Gauss–Laguerre quadrature gives all integrals exactly. The choice $\xi=0.9$ keeps the analytic ground state out of the span; it is obtained by diagonalization.

For $\kappa<0$ both components use this set of $N+1$ functions. The lower diagonal block of (2) is below $-\lambda^{-2}$, so by Cauchy interlacing $N+1$ eigenvalues lie below $-\lambda^{-2}$. A constant rotation of $(P,Q)$ leaves the basis unchanged. Along $(\cos\varphi,-\sin\varphi)$ the diagonal block is $\cos2\varphi/\lambda^2-1/x+|\kappa|\sin2\varphi/(\lambda x)$, the derivative term dropping out because its matrix is antisymmetric. For $\sin2\varphi=\lambda/|\kappa|$ this is the constant $\gamma_\kappa/(|\kappa|\lambda^2)$, the exact lowest level, and interlacing puts the other $N+1$ eigenvalues at or above it.

For $\kappa=1$ the block is $\cos2\varphi/\lambda^2-1/x-\sin2\varphi/(\lambda x)$, constant for $\sin2\varphi=-\lambda$, where it equals $\gamma/\lambda^2$. This is the $1s$ energy $E_0$, below the lowest $\kappa=1$ level, so the argument no longer excludes a spurious root near $E_0$, where the denominators of (4) vanish. The $x^{\gamma-1}$ terms of the upper row of (2) fix the true ratio at the origin, $P/Q=(1-\gamma)/\lambda=\tau$, and this is imposed on the basis, leaving $2N+1$ functions. Write $h_1=\sigma_z/\lambda^2-1/x+\sigma_x/(\lambda x)-i\sigma_y\partial/\lambda$ and use unit vectors $a\propto(1,-\tau)$, $b\propto(\tau,1)$. With $(1-\tau^2)/(1+\tau^2)=\gamma$ and $2\tau/(1+\tau^2)=\lambda$, the $(aa,bb,ba)$ elements are $(\gamma,-\gamma,\lambda)$ for $\sigma_z$, $(-\lambda,\lambda,\gamma)$ for $\sigma_x$ and $(0,0,1)$ for $-i\sigma_y$, so
$$h_{aa}=\frac\gamma{\lambda^2}-\frac2x,\qquad h_{bb}=-\frac\gamma{\lambda^2},\qquad h_{ba}=B=\frac1\lambda\left(\partial+\frac\gamma x+1\right).\tag{24}$$
The $a$ component $f\propto P-\tau Q$ spans $N$ functions starting at $x^{\gamma+1}$, the $b$ component $g$ all $N+1$, and $B$ maps the first set into the second. The elimination $g=Bf/(E+\gamma\lambda^{-2})$ is then exact within the basis, and the remaining form $\langle f|h_{aa}+B^\dagger B/(E+\gamma\lambda^{-2})-E|f\rangle$ is the exact one restricted to a subspace. It decreases with $E$ for $E>-\gamma\lambda^{-2}$, so by the min–max principle its roots there are upper bounds to the true levels. The price is one function $g$ orthogonal to every $Bf$, an eigenvector at $E=-\gamma\lambda^{-2}$ that is no physical state. This eigenvector does not enter (4): it points along $b$, the source $x(P_0,Q_0)$ of (3) points along $a$, and $a\cdot b=0$, so its dipole element with the exact ground state vanishes whatever the radial shape of $g$; in the basis only the error of the computed ground state remains. The program tests that this root lies at $-\gamma\lambda^{-2}$ and that its squared dipole element is below $10^{-14}$.

### Worked example

For Hg$^{79+}$, $\lambda=0.5837882$, $\gamma=0.811906$, $s=1.100995$, and (16) gives $K=0.204420$, below its upper bound 0.237982. From (11),
$$R_1=\tfrac18(0.811906)(1.811906)(2.623812)(8.247624)=3.97936.$$
In (15) the first term is $\tfrac14(2.623812)(1.811906)(4.623812)=5.49552$, the prefactor is $1.188094^2=1.41157$, and the bracket is $\tfrac1{16}(2.623812)(3.435718)+\tfrac14(0.188094)^2(0.204420)=0.56342+0.00181$. With one more digit carried, $R_{-2}=5.495517-0.797854=4.697663$, inside the interval 4.69724 to 4.70022 that (16) allows. Then $Z^4\alpha_d=\tfrac29(3.97936+2\times4.69766)=2.97215$, and division by $80^4$ gives $\alpha_d=7.256\times10^{-8}a_0^3=1.075\times10^{-8}$ Å$^3$. The leading correction alone gives $4.5[1-\tfrac{28}{27}(0.5837882)^2]=2.90956$, low by 2.1% of the exact value; the $\lambda^4$ term brings it to 2.97095, low by 0.04%.

The table lists $Z^4\alpha_d$ from sums over all basis eigenstates with $N=40$. The digits compare two solutions of the point-nucleus model and are not predictions for the real ions. Nuclear size alone, modeled as a uniformly charged sphere, raises $Z^4\alpha_d$ by about 0.2% for Hg$^{79+}$ (rms radius 5.47 fm, to 2.9785), more than the error of (20) at order $\lambda^4$, by 0.02% for Sn$^{49+}$ and by $10^{-5}$ of its value for Ca$^{19+}$.

| Ion | basis | (20) to $\lambda^2$ | (20) to $\lambda^4$ | $Z^4\alpha^-$ | $-\lambda^4/4$ |
|---|---|---|---|---|---|
| H | 4.499751 | 4.499751 | 4.499751 | $-7.089\times10^{-10}$ | $-7.089\times10^{-10}$ |
| Ca$^{19+}$ | 4.400838 | 4.400597 | 4.400837 | $-1.09\times10^{-4}$ | $-1.13\times10^{-4}$ |
| Sn$^{49+}$ | 3.888179 | 3.878734 | 3.888101 | $-3.63\times10^{-3}$ | $-4.43\times10^{-3}$ |
| Hg$^{79+}$ | 2.972152 | 2.909560 | 2.970949 | $-1.84\times10^{-2}$ | $-2.90\times10^{-2}$ |

In all four cases the basis values of $R_1$ and $R_{-2}$ match (11) and (15) in every printed digit, and $N=30$ gives the same $Z^4\alpha_d$. At $Z=1$ the model gives $\alpha_d=4.49975\,a_0^3=0.66679$ Å$^3$; for real hydrogen the neglected recoil, which scales $\alpha_d$ as the inverse cube of the reduced mass and raises it by $3m/M\approx1.6\times10^{-3}$ to $4.5071\,a_0^3$, exceeds the relativistic correction $\tfrac{28}{27}\lambda^2\approx6\times10^{-5}$. The negative-energy part obeys (22) throughout. It follows (23) at low $Z$ and falls short of it in magnitude as $Z$ grows; at $Z=80$ it is 0.6% of $\alpha_d$, against a bound of $3.91\times10^{-2}$ on $|Z^4\alpha^-|$. The two halves of the sum rule are $\pm0.999956$ for H and $+0.787814$, $-0.787815$ for Hg$^{79+}$, so the leading-order value 1 is poor at high $Z$ while the cancellation holds. The program asserts the cancellation to $10^{-5}$. For Hg$^{79+}$ the sixth decimal carries a basis error of about $10^{-6}$; both halves have magnitude 0.78782 to five decimals.

The coefficients can be drawn from the basis results alone. A quartic in $\lambda^2$ through $(Z^4\alpha_d/4.5-1)/\lambda^2$ at $Z=5,10,15,20,25$ has intercept $-1.0370370$, against $-28/27=-1.0370370$, and slope 0.11745, against 0.11745 from (20). The separate channels give $-1.3055556$ and $-0.9027778$, the values of $-47/36$ and $-65/72$. With the negative-energy states removed the intercept stays at $-1.0370370$ and the slope becomes 0.17300, against $(55+2\pi^2)/432=0.17301$. The numerical check that follows asserts the intercepts to $10^{-6}$ ($10^{-5}$ with the negative-energy states removed) and the two slopes to $10^{-3}$ and $2\times10^{-3}$; the closer agreement quoted is read from its output.

## Computed values

```
angular factors A(+1), A(-2) = 0.11111111, 0.22222222
K at gamma=1: series 0.2227966992, closed form 0.2227966992
derived lam^2 coefficients: R1 -47/36, Rm2 -65/72, total -28/27
derived lam^4 coefficient: pi**2/216 + 31/432 = 0.1174519
1/alpha = 137.035999; a0^3 = 0.1481847 angstrom^3; basis N = 40, xi = 0.9
R, K, Z^4 alpha_d and TRK sums below are dimensionless (scaled atomic units)
Z=1: lam=0.0072974 gamma=0.99997337 s=1.000013 E1s=-0.50000666 Z^2 hartree
  K=0.222794, upper bound 0.249998
  R1 basis 6.74953073 exact 6.74953073; Rm2 basis 6.74967550 exact 6.74967550
  Rm2 bounds 6.7496755 to 6.7496755
  Z^4 alpha_d: basis 4.49975150 (N=30: 4.49975150) exact 4.49975150
  series to lam^2 4.49975149, to lam^4 4.49975150
  negative part -7.0886e-10, -lam^4/4 -7.0893e-10, bound 7.0896e-10
  TRK positive 0.999956, negative -0.999956
  alpha_d = 4.4997515e+00 a0^3 = 6.667944e-01 angstrom^3
Z=20: lam=0.1459471 gamma=0.98929240 s=1.005375 E1s=-0.50269131 Z^2 hartree
  K=0.221804, upper bound 0.249330
  R1 basis 6.56317643 exact 6.56317643; Rm2 basis 6.62029638 exact 6.62029638
  Rm2 bounds 6.6202956 to 6.6203029
  Z^4 alpha_d: basis 4.40083760 (N=30: 4.40083760) exact 4.40083760
  series to lam^2 4.40059747, to lam^4 4.40083727
  negative part -1.0932e-04, -lam^4/4 -1.1343e-04, bound 1.1527e-04
  TRK positive 0.983024, negative -0.983024
  alpha_d = 2.7505235e-05 a0^3 = 4.075855e-06 angstrom^3
Z=50: lam=0.3648676 gamma=0.93105940 s=1.035377 E1s=-0.51785046 Z^2 hartree
  K=0.216295, upper bound 0.245655
  R1 basis 5.61174827 exact 5.61174827; Rm2 basis 5.94252873 exact 5.94252873
  Rm2 bounds 5.9424889 to 5.9428224
  Z^4 alpha_d: basis 3.88817905 (N=30: 3.88817905) exact 3.88817905
  series to lam^2 3.87873420, to lam^4 3.88810148
  negative part -3.6268e-03, -lam^4/4 -4.4308e-03, bound 4.9225e-03
  TRK positive 0.906497, negative -0.906498
  alpha_d = 6.2210865e-07 a0^3 = 9.218699e-08 angstrom^3
Z=80: lam=0.5837882 gamma=0.81190599 s=1.100995 E1s=-0.55190501 Z^2 hartree
  K=0.204420, upper bound 0.237982
  R1 basis 3.97935768 exact 3.97935768; Rm2 basis 4.69766307 exact 4.69766307
  Rm2 bounds 4.6972440 to 4.7002153
  Z^4 alpha_d: basis 2.97215196 (N=30: 2.97215196) exact 2.97215196
  series to lam^2 2.90955955, to lam^4 2.97094899
  negative part -1.8380e-02, -lam^4/4 -2.9038e-02, bound 3.9052e-02
  TRK positive 0.787814, negative -0.787815
  alpha_d = 7.2562304e-08 a0^3 = 1.075262e-08 angstrom^3
extraction from basis results at Z = 5, 10, 15, 20, 25:
  lam^2 total -1.0370370 (derived -1.0370370)
  lam^2 R1 -1.3055556 (derived -1.3055556), Rm2 -0.9027778 (derived -0.9027778)
  lam^4 total 0.11745 (derived 0.11745)
  positive states only: lam^2 -1.0370370, lam^4 0.17300 (derived 0.17301)
```
